# Pair correlations and bare adatom energies in a nearest-neighbour chain

**Q:** I have equilibrium occupation statistics for adatoms in a single row of sites, half filled, at 500 K. With $n_i=1$ for an occupied site, $n_i=0$ for an empty one and coverage $\theta=\langle n_i\rangle$, I computed

$$g(r)=\frac{\langle n_0n_r\rangle}{\theta^2},\qquad W(r)=-kT\ln g(r).$$

I find $g(2)=1.273$. With $kT=0.0431$ eV this gives $W(2)=-0.0104$ eV. So adatoms two sites apart attract each other by about 10 meV.

**A:** The value $g(2)=1.273$ does not by itself fix the pair energies. It also arises in a model with this energy:

$$E=V\sum_i n_in_{i+1},\qquad V=+0.10\ \text{eV}.$$

Neighbours repel, and there is no second-neighbour term. Your $W(2)$ is correct as a number, but it cannot be read as a pair energy. From here on I take your row to be this model.

**Q:** Boltzmann's law says that probability goes as $e^{-\text{energy}/kT}$. What else could the logarithm be?

**A:** That law holds for a complete configuration. You fixed two sites and summed over all the others. Let $\Xi$ be the grand partition function at chemical potential $\mu$, $\Xi_0$ the same sum restricted to $n_0=1$, and $\Xi_{0r}$ the sum restricted to $n_0=n_r=1$. Then $\theta=\Xi_0/\Xi$ and $\langle n_0n_r\rangle=\Xi_{0r}/\Xi$, so

$$g(r)=\frac{\Xi_{0r}\,\Xi}{\Xi_0^2}.$$

With $\Omega=-kT\ln\Xi$, and likewise for the restricted sums,

$$W(r)=\Omega_{0r}+\Omega-2\Omega_0 .$$

Far apart, $g\to1$ and $W\to0$. Hence $W(r)$ is the reversible work, at fixed $\mu$ and $T$, to bring two adatoms from far apart to separation $r$ while all the others readjust. It is a free energy, called the potential of mean force.

**Q:** Can the other adatoms really produce my 10 meV from a pure repulsion?

**A:** At half filling it can be worked out in a few lines. Put $n_i=\tfrac12+x_i$, so that

$$n_in_{i+1}=\tfrac14+\tfrac12(x_i+x_{i+1})+x_ix_{i+1}.$$

Each site belongs to two bonds, so the linear terms in $E-\mu\sum_i n_i$ add up to $(V-\mu)\sum_i x_i$. They vanish at $\mu=V$. What remains is unchanged when every $x_i$ changes sign, so $\langle x_i\rangle=0$ and $\theta=\tfrac12$.

Now write $x_i=s_i/2$ with $s_i=\pm1$. Each bond has the weight $e^{Ks_is_{i+1}}$ with $K=-V/4kT$. Since $s_is_{i+1}=\pm1$,

$$e^{Ks_is_{i+1}}=\cosh K\,(1+t\,s_is_{i+1}),\qquad t=\tanh K=-\tanh\frac{V}{4kT}.$$

Take a long open chain with these bond weights and no other terms. Far from its ends it has the same statistics as your row. Now multiply out the brackets. A term survives the sum over $s_i=\pm1$ only if every spin appears an even number of times. In the partition function this leaves the term 1. With $s_0s_r$ inserted, it leaves the term that uses each of the $r$ bonds between the two sites once. Therefore $\langle s_0s_r\rangle=t^r$. As $n_0n_r=\tfrac14(1+s_0)(1+s_r)$ and $\langle s_i\rangle=0$,

$$g(r)=1+t^r .$$

For your row $V/kT=2.321$ and $t=-0.523$. Then $g(2)=1+0.273=1.273$, which is your value.

**Q:** The square removes the sign of $V$.

**A:** Yes. At half filling, $V=-0.10$ eV gives the same $W(2)=-0.0104$ eV. The first neighbour does not give the bare energy either. With $y=V/4kT$ and $1-\tanh y=2/(1+e^{2y})$,

$$W(1)=kT\ln\frac{1+e^{V/2kT}}{2}.$$

This is 0.032 eV, about a third of the true 0.10 eV. For $V=-0.10$ eV it is $-0.018$ eV.

**Q:** Perhaps 500 K is an awkward temperature. Would heating or cooling recover the bare energies?

**A:** At half filling, neither recovers $V$. When $kT\gg|V|$, $t\approx-V/4kT$, and expanding the logarithm gives

$$W(1)\approx\frac V4,\qquad W(2)\approx-\frac{V^2}{16kT}.$$

When $kT\ll V$, $t\to-1$, and

$$W(1)\approx\frac V2-kT\ln2,\qquad W(2)\approx-kT\ln2 .$$

So $W(2)$ vanishes at both ends and is largest in size in between. For $V=0.10$ eV it is $-0.0102$, $-0.0115$, $-0.0104$ and $-0.0079$ eV at 200, 300, 500 and 800 K. The pair energies in the model are constant throughout.

**Q:** Then is the fault in the half filling? I was taught that the logarithm works for a dilute gas.

**A:** It does, and the general coverage shows how it stops working. The weight is a product of neighbour factors, so reading the sites from left to right gives a two-state Markov chain. Let $p_1$ and $p_0$ be the probabilities that a site is occupied when the site before it is occupied or empty, and let $\lambda=p_1-p_0$. If $\theta_r$ is the probability that site $r$ is occupied given $n_0=1$, then

$$\theta_{r+1}=p_0+\lambda\theta_r,\qquad \theta=p_0+\lambda\theta .$$

Subtracting gives $\theta_{r+1}-\theta=\lambda(\theta_r-\theta)$. Starting from $\theta_0=1$, and using $g(r)=\theta_r/\theta$,

$$g(r)=1+\frac{1-\theta}{\theta}\lambda^r .$$

To find $\lambda$, look at two adjacent sites. The rest of the chain splits into a left part, which touches only the first site, and a right part, which touches only the second. The joint probability is thus $P_{ab}\propto L(a)\,e^{-Vab/kT}R(b)$. The unknown factors cancel in

$$\frac{P_{11}P_{00}}{P_{10}P_{01}}=e^{-V/kT}\equiv q .$$

From the Markov chain, with $c=\theta(1-\theta)$,

$$P_{11}=\theta[\theta+(1-\theta)\lambda],\quad P_{00}=(1-\theta)[1-\theta+\theta\lambda],\quad P_{10}=P_{01}=c(1-\lambda).$$

Inserting these and dividing by $c$ gives

$$[\theta+(1-\theta)\lambda][1-\theta+\theta\lambda]=c\,q(1-\lambda)^2 .$$

The left side is $c(1+\lambda^2)+(1-2c)\lambda=c(1-\lambda)^2+\lambda$. With $a=1-q$ this becomes

$$\lambda=-c\,a(1-\lambda)^2 .$$

This is a quadratic in $u=1-\lambda$, namely $ca\,u^2-u+1=0$. The root with $|\lambda|<1$ is $u=2/(1+S)$, where $S=\sqrt{1-4ca}$, so

$$\lambda=\frac{S-1}{S+1}.$$

If $V\neq0$ and $0<\theta<1$, then $ca\neq0$ and $\lambda\neq0$. Hence $g(2)>1$ and $W(2)<0$ at every such coverage and for both signs of $V$.

**Q:** And the dilute limit?

**A:** Iterating the equation for $\lambda$ once gives $\lambda\approx-ca(1+2ca)$. To first order in $\theta$,

$$g(1)\approx1-a+2\theta a(1-a)=e^{-V/kT}(1+2\theta a),\qquad g(2)\approx1+\theta a^2,$$

and therefore

$$W(1)\approx V-2kT\theta a,\qquad W(2)\approx-kT\theta a^2 .$$

Here $a=1-e^{-2.321}=0.902$. The full formula, at 500 K, shows the drift:

| $\theta$ | $W(1)$ (eV) | $W(2)$ (eV) |
|---|---|---|
| 0.01 | 0.0992 | −0.0004 |
| 0.10 | 0.0915 | −0.0036 |
| 0.25 | 0.0749 | −0.0088 |
| 0.50 | 0.0319 | −0.0104 |
| 0.75 | 0.0041 | −0.0011 |

For this repulsion your reading is good at one per cent coverage, but at ten per cent $W(1)$ is already 8.5% below $V$. A strong attraction needs a far lower coverage, because the expansion of $W(2)$ requires $\theta a^2\ll1$. For $V=-0.10$ eV, $a=-9.2$, and $W(2)$ is already $-0.020$ eV at one per cent.

**Q:** I accept the algebra, but what pushes two repelling adatoms towards separation two?

**A:** The site between them. Call the outer sites 0 and 2, and let $z=e^{\mu/kT}$. Summing over the middle site gives

$$M(a,b)=1+z\,q^{a+b},\qquad P_{ab}\propto L(a)M(a,b)R(b).$$

The outer factors cancel again in the ratio, which becomes $M(1,1)M(0,0)/M(1,0)^2$. Its numerator exceeds its denominator by

$$(1+zq^2)(1+z)-(1+zq)^2=z(1-q)^2>0 .$$

The denominator describes two middle sites that each touch one adatom, with weight $1+zq$ each. The numerator describes one middle site that touches two adatoms and one that touches none. For repulsion at half filling, an adatom mostly takes the middle site that touches none and avoids the one that touches two. The mean number of adatoms is the same in both arrangements, but the one in the numerator has fewer repelling contacts and so a lower mean energy. For attraction, one adatom in the middle binds to both.

At half filling $z=1/q$, and the ratio is $(1+q)(1+1/q)/4=\cosh^2(V/2kT)$. The corresponding mediated energy is

$$\varphi=-2kT\ln\cosh\frac{V}{2kT}=-0.048\ \text{eV}.$$

It is not equal to $W(2)$, because $W$ compares $P_{11}$ with $\theta^2$ and $\varphi$ compares all four pair states. Both come from the same sum over the middle site. Hold that site empty or full, and $M$ reduces to the single term $1$ or $zq^{a+b}$. Either one is a function of $a$ times a function of $b$, so the correlation disappears.

**Q:** That suggests a way to read my data. I should sort them by the state of the middle site.

**A:** Yes. Suppose there is also a true second-neighbour energy $V_2$, and no interaction reaches further than two sites. With the middle site fixed at $m$, the left part of the chain touches only sites 0 and 1, and the right part only sites 1 and 2. Then

$$-kT\ln\frac{P_{1m1}P_{0m0}}{P_{1m0}P_{0m1}}=V_2 .$$

For your row this gives zero for $m=0$ and for $m=1$. If three adjacent adatoms have an extra energy $E_3$, the result is $V_2$ for $m=0$ and $V_2+E_3$ for $m=1$, so the two can be told apart. The unconditioned ratio for adjacent sites returns $V$ when only nearest neighbours interact.

The range condition matters. A third-neighbour energy links the site left of 0 directly to site 2, and the factors no longer separate. I summed all configurations of a half-filled open chain of 16 sites with $V=0.10$ eV, $V_2=0$ and a third-neighbour energy of 0.02 eV. Near the middle of the chain the conditional ratio gave $-0.022$ eV instead of zero. On a two-dimensional lattice the surroundings of the two sites are also connected. The general cure is to compare configurations in which all other sites are the same: every energy term that does not contain both chosen sites then cancels.

These ratios also require that the number of adatoms can fluctuate, as it does in a short stretch of a long row. In a small simulation with a fixed number they are biased. For a closed ring of 16 sites with exactly 8 adatoms and only $V=0.10$ eV, the conditional ratio gives $+0.018$ eV instead of zero, and the ratio for adjacent sites gives 0.117 eV instead of 0.10 eV. The error shrinks as the ring grows.

**Q:** If I had found $W(2)=0$, could I at least have concluded that second neighbours do not interact?

**A:** No. I added a repulsive $V_2$ to the half-filled chain at 500 K and solved it with a numerical transfer matrix. $W(2)$ vanishes at $V_2=0.036$ eV, so a real repulsion of that size would be invisible in $g(2)$. The conditional ratio returns it.

Nor can you use $W$ as an energy in a new simulation. With $W(1)$ and $W(2)$ as the two pair energies, the same method gives $g(1)=0.79$ and $g(2)=1.10$. The original values are 0.48 and 1.27.

**Q:** How close is this chain to adatoms on a real surface?

**A:** The nearest case is a metal surface with parallel troughs, where pair energies are roughly some hundredths to tenths of an eV. The value 0.10 eV is a round choice within that range. Its repulsive sign is also a choice, since metal adatoms can also attract each other at adjacent sites. A coupling of 0.01 eV between adjacent troughs, in a periodic strip of four half-filled rows, changes $W(2)$ only from $-0.0104$ to $-0.0107$ eV. A closed ring of 16 sites with exactly 8 adatoms gives $-0.0116$ eV; nearly all of this change comes from fixing the number, since the same ring with a fluctuating number gives $-0.0104$ eV. A second-neighbour energy within the row matters much more: a repulsion of 0.01 eV changes $W(2)$ to $-0.0077$ eV, and the 0.036 eV found above cancels it altogether. A third-neighbour repulsion of 0.01 eV shifts it by a similar amount the other way, to $-0.0127$ eV.

Equilibrium is a further assumption. With a hopping barrier of 0.5 eV and an attempt rate of $10^{13}$ s$^{-1}$, a free adatom hops about $9\times10^7$ times per second at 500 K. If 0.1 adatoms arrive per site per second, that is about $9\times10^8$ hops while one adatom per site arrives. Local order then has time to form. With a much higher barrier, or at a much lower temperature, $g(r)$ would also record how the adatoms arrived, and neither $W$ nor the ratios above could be read as equilibrium quantities.
